# Capacitance-voltage doping profiles and where the depletion approximation enters: a numerical check

```python
"""Differential capacitance-voltage profiling of a one-sided n-type junction.

Result under test, per unit area, with C = dQ/dV and V the reverse bias:
    depth w = eps/C,   N_app = 2/(q eps d(C^-2)/dV) = -C^3/(q eps dC/dV).
N_app equals the donor density N_D(w) in the depletion approximation.
With a thermal carrier edge, w is the centroid of the charge response, and
a weak doping variation is convolved with the slope of the carrier edge.
Q: semiconductor charge; eps: permittivity; q: elementary charge;
Vt = kT/q: thermal voltage; L_D = sqrt(eps Vt/(q N0)): Debye length.
The potential u is in units of Vt and is zero in the uniform bulk.
SI units are used internally.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import solve_banded

q = const.e
nm = 1e-9
per_cm3 = 1e6
temperature = 300.0
relative_permittivity = 11.7
eps = relative_permittivity * const.epsilon_0
Vt = const.k * temperature / q
N0 = 1e16 * per_cm3
peak_added = 1e16 * per_cm3
peak_depth = 600 * nm
peak_sigma = 50 * nm
built_in = 0.55
area = 1e-6
debye = np.sqrt(eps * Vt / (q * N0))

step = 1 * nm
x = np.arange(1601) * step
bias = np.linspace(0.0, 8.0, 801)
shape = np.exp(-0.5 * ((x - peak_depth) / peak_sigma) ** 2)


def solve_poisson(guess, surface, donors, thermal_voltage):
    """Newton solution of the nonlinear Poisson-Boltzmann equation."""
    u = guess.copy()
    u[0], u[-1] = surface, 0.0
    scale = step ** 2 * q * N0 / (eps * thermal_voltage)
    for _ in range(200):
        electrons = np.exp(u[1:-1])
        residual = (u[:-2] - 2 * u[1:-1] + u[2:]
                    + scale * (donors[1:-1] / N0 - electrons))
        bands = np.ones((3, len(u) - 2))
        bands[1] = -2 - scale * electrons
        change = solve_banded((1, 1), bands, -residual)
        u[1:-1] += change
        if np.max(np.abs(change)) < 1e-9 * (1 + abs(surface)):
            return u
    raise RuntimeError("Poisson solver did not converge")


def sweep(donors, thermal_voltage=Vt):
    """Charge and electron density at every bias."""
    width = np.sqrt(2 * eps * built_in / (q * N0))
    length2 = eps * thermal_voltage / (q * N0)
    u = -np.maximum(width - x, 0) ** 2 / (2 * length2)
    charges, densities = [], []
    for v in bias:
        u = solve_poisson(u, -(built_in + v) / thermal_voltage,
                          donors, thermal_voltage)
        electrons = N0 * np.exp(u)
        charges.append(q * trapezoid(donors - electrons, x))
        densities.append(electrons)
    return np.array(charges), np.array(densities)


def cv_profile(charge):
    """Treat charge versus bias as data; return V, depth and N_app."""
    cap = (charge[2:] - charge[:-2]) / (bias[2:] - bias[:-2])
    v = bias[1:-1]
    inverse_square = cap ** -2
    slope = (inverse_square[2:] - inverse_square[:-2]) / (v[2:] - v[:-2])
    return v[1:-1], eps / cap[1:-1], 2 / (q * eps * slope)


def rms(values):
    return np.sqrt(np.mean(values ** 2))


# Sharp-edge model: charge and voltage from integrals, C from dQ/dV.
fine = np.arange(0, 1000.05, 0.1) * nm
fine_donors = N0 + peak_added * np.exp(
    -0.5 * ((fine - peak_depth) / peak_sigma) ** 2)
sharp_charge = q * cumulative_trapezoid(fine_donors, fine, initial=0)
sharp_voltage = q / eps * cumulative_trapezoid(
    fine * fine_donors, fine, initial=0)
use = fine > 200 * nm
sharp_cap = np.gradient(sharp_charge[use], sharp_voltage[use])
sharp_slope = np.gradient(sharp_cap, sharp_voltage[use])
recovered = -sharp_cap ** 3 / (q * eps * sharp_slope)
sharp_error = np.max(np.abs(recovered / fine_donors[use] - 1)[5:-5])
assert sharp_error < 1e-3
assert np.allclose((eps / sharp_cap)[5:-5], fine[use][5:-5], rtol=1e-3)

# Uniform doping with the full thermal carrier edge.
uniform = np.full_like(x, N0)
charge_u, density_u = sweep(uniform)
v, depth_u, app_u = cv_profile(charge_u)
bending = built_in + bias
closed_charge = np.sqrt(2 * q * eps * N0 * (
    bending - Vt + Vt * np.exp(-bending / Vt)))
assert np.allclose(charge_u, closed_charge, rtol=1e-3)
uniform_error = np.max(np.abs(app_u / N0 - 1))
assert uniform_error < 1e-3
line = np.polyfit(v, (depth_u / eps) ** 2, 1)
intercept = -line[1] / line[0]
assert abs(intercept + built_in - Vt) < 1e-3

# Strong buried peak.
donors = N0 + peak_added * shape
charge_p, density_p = sweep(donors)
v, depth_p, app_p = cv_profile(charge_p)

# Capacitance depth against the centroid of the changed electron density.
centroid_error = 0.0
for k in range(20, len(v) - 20, 50):
    removed = density_p[k + 1] - density_p[k + 3]
    centroid = trapezoid(x * removed, x) / trapezoid(removed, x)
    centroid_error = max(centroid_error, abs(centroid / depth_p[k] - 1))
assert centroid_error < 1e-4

# Carrier-edge kernel from uniform material and its moments.
k_ref = np.argmin(np.abs(depth_u - peak_depth))
kernel = np.gradient(density_u[k_ref + 2] / N0, x)
offset = x - depth_u[k_ref]
kernel_area = trapezoid(kernel, x)
kernel_mean = trapezoid(offset * kernel, x)
kernel_sd = np.sqrt(trapezoid(offset ** 2 * kernel, x) - kernel_mean ** 2)
assert abs(kernel_area - 1) < 1e-3
assert abs(kernel_mean) < 0.5 * nm
assert abs(kernel_sd / (np.sqrt(2) * debye) - 1) < 0.01

# Weak peak: full nonlinear solution against the convolution.
weak_added = 0.01 * N0
charge_w, _ = sweep(N0 + weak_added * shape)
_, depth_w, app_w = cv_profile(charge_w)
response = app_w - app_u
predicted = np.array([
    trapezoid(weak_added * shape * np.interp(
        x - w + depth_u[k_ref], x, kernel, left=0, right=0), x)
    for w in depth_w])
convolution_error = np.max(np.abs(response - predicted)) / np.max(predicted)
assert convolution_error < 0.03

# Dose of the strong peak and charge balance at the deepest point.
true_dose = trapezoid(donors - N0, x)
apparent_dose = trapezoid(app_p - N0, depth_p)
assert abs(apparent_dose / true_dose - 1) < 0.01
enclosed = np.interp(depth_p[-1], x,
                     cumulative_trapezoid(donors, x, initial=0))
assert abs(charge_p[-3] / (q * enclosed) - 1) < 1e-3

# Equilibrium carriers without a contact; then a much sharper edge.
carriers = N0 * np.exp(solve_poisson(np.zeros_like(x), 0.0, donors, Vt))
donor_at_w = np.interp(depth_p, x, donors)
carrier_at_w = np.interp(depth_p, x, carriers)
rms_donor = rms(app_p - donor_at_w)
rms_carrier = rms(app_p - carrier_at_w)
assert rms_carrier < rms_donor
charge_c, _ = sweep(donors, Vt / 16)
_, depth_c, app_c = cv_profile(charge_c)
rms_sharp = rms(app_c - np.interp(depth_c, x, donors))
assert rms_sharp < 0.25 * rms_donor

# One point evaluated from two capacitances, as in a measurement.
k = np.argmin(np.abs(depth_p - peak_depth))
cap_low, cap_mid, cap_high = (eps * area / depth_p[j]
                              for j in (k - 10, k, k + 10))
two_point = 2 * (v[k + 10] - v[k - 10]) / (
    q * eps * area ** 2 * (cap_high ** -2 - cap_low ** -2))
assert abs(two_point / app_p[k] - 1) < 0.02

# Sizes of neglected effects; material inputs here are rough.
breakdown_field = 0.4e8
peak_field = charge_p[-1] / eps
assert peak_field < breakdown_field
tunnel_mass = 0.19
tunnel_energy = const.hbar / 2 * np.sqrt(
    np.max(donors) / (tunnel_mass * const.m_e * eps))
dos_mass = 1.08
Nc = 2 * (2 * np.pi * dos_mass * const.m_e * const.k * temperature
          / const.h ** 2) ** 1.5
degeneracy = np.max(carriers) / (2 ** 1.5 * Nc)
donor_energy = 0.045
b = 2 * np.exp(donor_energy / Vt) / Nc
free = (-1 + np.sqrt(1 + 4 * b * np.max(donors))) / (2 * b)
neutral_fraction = 1 - free / np.max(donors)
resistance, frequency = 20.0, 1e6
cap_max = eps * area / depth_p[0]
resistance_effect = (2 * np.pi * frequency * resistance * cap_max) ** 2
edge_ratio = depth_p[-1] / np.sqrt(area / np.pi)

print(f"Temperature: {temperature:.0f} K; kT/q: {Vt*1e3:.3f} mV")
print(f"Relative permittivity: {relative_permittivity:.1f}")
print(f"Background donors: {N0/per_cm3:.3e} cm^-3")
print(f"Added peak donors: {peak_added/per_cm3:.3e} cm^-3")
print(f"Peak depth: {peak_depth/nm:.0f} nm; sigma: {peak_sigma/nm:.0f} nm")
print(f"Built-in bending: {built_in:.3f} V; area: {area*1e6:.2f} mm^2")
print(f"Bias range: {bias[0]:.1f} to {bias[-1]:.1f} V")
print(f"Depth range: {depth_p[0]/nm:.1f} to {depth_p[-1]/nm:.1f} nm")
print(f"Debye length of background: {debye/nm:.2f} nm")
print(f"Sharp-edge recovery, largest error: {sharp_error:.1e} (ratio)")
print(f"Uniform doping, largest N_app error: {uniform_error:.1e} (ratio)")
print(f"Uniform doping, C^-2 voltage intercept: {intercept:.4f} V")
print(f"Centroid versus eps/C, largest error: {centroid_error:.1e} (ratio)")
print(f"Kernel area: {kernel_area:.5f}; mean: {kernel_mean/nm:.3f} nm")
print(f"Kernel standard deviation: {kernel_sd/nm:.2f} nm")
print(f"sqrt(2) times Debye length: {np.sqrt(2)*debye/nm:.2f} nm")
print(f"Weak-peak amplitude / background: {weak_added/N0:.3f}")
print(f"Convolution error / peak response: {convolution_error:.4f}")
print(f"Hand point: bias {v[k]:.2f} V, C {cap_mid*1e12:.3f} pF")
print(f"  lower bias {v[k-10]:.2f} V, C {cap_low*1e12:.3f} pF")
print(f"  upper bias {v[k+10]:.2f} V, C {cap_high*1e12:.3f} pF")
print(f"  depth: {depth_p[k]/nm:.2f} nm")
print(f"  two-point N_app: {two_point/per_cm3:.4e} cm^-3")
print(f"  small-step N_app: {app_p[k]/per_cm3:.4e} cm^-3")
print("Depth (nm): donors, equilibrium carriers, N_app (1e16 cm^-3)")
for d in (400, 500, 550, 600, 650, 700, 800):
    row = [np.interp(d * nm, grid, values) / (1e16 * per_cm3)
           for grid, values in ((x, donors), (x, carriers), (depth_p, app_p))]
    print(f"  {d}: {row[0]:.3f}, {row[1]:.3f}, {row[2]:.3f}")
top = np.argmax(app_p)
print(f"Apparent maximum: {app_p[top]/per_cm3:.3e} cm^-3"
      f" at {depth_p[top]/nm:.1f} nm")
print(f"True peak dose: {true_dose/1e4:.4e} cm^-2")
print(f"Apparent peak dose: {apparent_dose/1e4:.4e} cm^-2")
print(f"RMS N_app minus donors: {rms_donor/per_cm3:.3e} cm^-3")
print(f"RMS N_app minus carriers: {rms_carrier/per_cm3:.3e} cm^-3")
print(f"RMS N_app minus donors, Vt/16: {rms_sharp/per_cm3:.3e} cm^-3")
print(f"Peak field at {bias[-1]:.0f} V: {peak_field/1e8:.3f} MV/cm")
print(f"Rough breakdown field (input): {breakdown_field/1e8:.1f} MV/cm")
print(f"Tunnelling energy E00: {tunnel_energy*1e3:.2f} meV"
      f" (mass {tunnel_mass:.2f} m_e)")
print(f"Degeneracy correction: {degeneracy*100:.3f} %"
      f" (DOS mass {dos_mass:.2f} m_e)")
print(f"Neutral donors at peak doping: {neutral_fraction*100:.2f} %"
      f" (level {donor_energy*1e3:.0f} meV)")
print(f"Series-resistance effect on C: {resistance_effect*100:.2f} %"
      f" ({resistance:.0f} ohm, {frequency/1e6:.0f} MHz)")
print(f"Largest depth / contact radius: {edge_ratio*100:.3f} %")
print(f"Kernel standard deviation at 400 K, from sqrt(T):"
      f" {np.sqrt(2*400/temperature)*debye/nm:.1f} nm")
print("every check passed")
```

Printed output:

```
Temperature: 300 K; kT/q: 25.852 mV
Relative permittivity: 11.7
Background donors: 1.000e+16 cm^-3
Added peak donors: 1.000e+16 cm^-3
Peak depth: 600 nm; sigma: 50 nm
Built-in bending: 0.550 V; area: 1.00 mm^2
Bias range: 0.0 to 8.0 V
Depth range: 265.2 to 974.3 nm
Debye length of background: 40.88 nm
Sharp-edge recovery, largest error: 6.6e-07 (ratio)
Uniform doping, largest N_app error: 8.4e-05 (ratio)
Uniform doping, C^-2 voltage intercept: -0.5241 V
Centroid versus eps/C, largest error: 3.3e-07 (ratio)
Kernel area: 1.00000; mean: 0.001 nm
Kernel standard deviation: 57.82 nm
sqrt(2) times Debye length: 57.82 nm
Weak-peak amplitude / background: 0.010
Convolution error / peak response: 0.0015
Hand point: bias 2.77 V, C 172.643 pF
  lower bias 2.67 V, C 174.439 pF
  upper bias 2.87 V, C 170.909 pF
  depth: 600.05 nm
  two-point N_app: 1.7572e+16 cm^-3
  small-step N_app: 1.7585e+16 cm^-3
Depth (nm): donors, equilibrium carriers, N_app (1e16 cm^-3)
  400: 1.000, 1.020, 1.025
  500: 1.135, 1.220, 1.218
  550: 1.607, 1.546, 1.509
  600: 2.000, 1.780, 1.758
  650: 1.607, 1.546, 1.576
  700: 1.135, 1.220, 1.250
  800: 1.000, 1.020, 1.011
Apparent maximum: 1.761e+16 cm^-3 at 604.9 nm
True peak dose: 1.2533e+11 cm^-2
Apparent peak dose: 1.2528e+11 cm^-2
RMS N_app minus donors: 9.405e+14 cm^-3
RMS N_app minus carriers: 1.835e+14 cm^-3
RMS N_app minus donors, Vt/16: 8.642e+13 cm^-3
Peak field at 8 V: 0.170 MV/cm
Rough breakdown field (input): 0.4 MV/cm
Tunnelling energy E00: 1.76 meV (mass 0.19 m_e)
Degeneracy correction: 0.022 % (DOS mass 1.08 m_e)
Neutral donors at peak doping: 0.80 % (level 45 meV)
Series-resistance effect on C: 0.24 % (20 ohm, 1 MHz)
Largest depth / contact radius: 0.173 %
Kernel standard deviation at 400 K, from sqrt(T): 66.8 nm
every check passed
```
